\section*{Dipole Corrections for Slabs: Placing the Step and Avoiding Charge Leakage}

\section{What goes wrong without a correction}

A slab whose two faces differ generally has a different vacuum potential on each side. A periodic cell forces the potential to return to its starting value after one period, so a false field fills the vacuum and polarizes the slab. In the model slab treated below, the uncorrected dipole is 15\% larger than the corrected one, although the period is 80 bohr.

The remedy is a compensating potential step in the vacuum. If the step touches charge, the dipole depends on where the cell was cut. If electrons collect beside it, a previously safe self-consistency iteration can stop converging.

I use Hartree atomic units, with positive charge counted as positive. All densities are averaged over planes parallel to the slab. Thus $\rho(z)=n_{\rm ion}(z)-n(z)$ is a charge per volume, and the dipole $m$ is per area. The cell is neutral. Poisson's equation is $\phi''=-4\pi\rho$, and an electron has potential energy $-\phi$.

\section{Two sheets by hand}

Put a sheet of charge $-\sigma$ per area at $z=0$ and a sheet $+\sigma$ at $z=a$. Their dipole is $m=\sigma a$. Crossing a sheet changes $\phi'$ by $-4\pi$ times its charge. For the isolated pair $\phi'$ vanishes outside, so
\begin{equation}
\phi'_{\rm iso}=4\pi\sigma\quad(0<z<a),\qquad
\phi_{\rm right}-\phi_{\rm left}=4\pi\sigma a=4\pi m .
\end{equation}

Now repeat the pair with period $L$. The jumps of $\phi'$ are unchanged, but its integral over a period must vanish. A constant $c$ must therefore be subtracted:
\begin{equation}
4\pi\sigma a-cL=0,\qquad c=\frac{4\pi m}{L}.
\end{equation}
The vacuum slope is now $-c$ instead of zero. Adding a potential of slope $+c$ removes it. To be periodic, that potential must drop by $cL=4\pi m$ somewhere, and empty space is the place for the drop.

The energy also changes. With the field energy $(8\pi)^{-1}\int(\phi')^2dz$ per area,
\begin{align}
E_{\rm iso}&=\frac{(4\pi\sigma)^2a}{8\pi},\\
E_{\rm per}&=\frac{(4\pi\sigma)^2a-2c(4\pi\sigma a)+c^2L}{8\pi}
=E_{\rm iso}-\frac{c^2L}{8\pi}.
\end{align}
The last step used $4\pi\sigma a=cL$. Since $c^2L/8\pi=2\pi m^2/L$, this is the energy to be added to the periodic result.

\section{Any neutral slab}

Let the cut $z_c$ lie in empty space. Integrating Poisson's equation twice from the cut, with zero field there, gives
\begin{equation}
\phi_{\rm iso}(z)=-4\pi\int_{z_c}^{z}(z-z')\rho(z')\,dz'.
\end{equation}
At the far end of the cell the total charge multiplies $z_c+L$ and vanishes, which leaves $\phi_{\rm iso}(z_c+L)=4\pi m$ with $m=\int z\rho\,dz$ over this window. The slope there is $-4\pi\int\rho\,dz=0$, as at the start. Subtracting a straight line of slope $4\pi m/L$ therefore makes both value and slope periodic:
\begin{equation}
\phi_{\rm per}=\phi_{\rm iso}-\frac{4\pi m}{L}(z-z_c)+\text{constant}.
\end{equation}

Define a sawtooth $s$ that rises with unit slope across the window and drops by $L$ at the cut. By neutrality its additive constant does not affect $m=\int s\rho\,dz$. The correction and its energy are
\begin{equation}
\phi_{\rm dip}=\frac{4\pi m}{L}s,\qquad
E_{\rm dip}=\frac12\int\rho\,\phi_{\rm dip}\,dz=\frac{2\pi m^2}{L}.
\label{dip}
\end{equation}
The factor $1/2$ belongs to the energy because the charge itself generates $m$. It is absent from the potential, since
\begin{equation}
\delta E_{\rm dip}=\frac{4\pi m}{L}\,\delta m
=\int\phi_{\rm dip}\,\delta\rho\,dz .
\end{equation}

A charged cell needs a separate treatment: shifting the origin by $b$ changes $m$ by $-b$ times the net charge, and the neutralizing background adds a quadratic potential.

\section{Smoothing the drop}

A sharp drop has Fourier components that decrease only as the inverse wave number. Replace it by a bump of width $w$. With $t=z-z_c$ reduced to $(-L/2,L/2]$, take
\begin{equation}
\delta_w(t)=\frac{1+\cos(2\pi t/w)}{w}\quad(|t|<w/2),
\end{equation}
and zero elsewhere. Its integral is one. Requiring $s'=1-L\delta_w$ and $s(0)=0$ gives
\begin{equation}
s=\begin{cases}
t-L\left[\dfrac tw+\dfrac{\sin(2\pi t/w)}{2\pi}\right],&|t|<w/2,\\[2mm]
t-\dfrac L2\,{\rm sgn}\,t,&|t|\ge w/2.
\end{cases}
\end{equation}
At $t=w/2$ both lines give $w/2-L/2$, so they join.

For the Fourier series, let $G_j=2\pi j/L$ and $B_j=\int\delta_w\cos(G_jt)\,dt$. The repeated bump is $L^{-1}[1+2\sum_jB_j\cos G_jt]$. Thus $s'=-2\sum_jB_j\cos G_jt$, and integration gives
\begin{equation}
s=-\frac L\pi\sum_{j\ge1}\frac{B_j}{j}\sin G_jt.
\end{equation}
To find $B_j$, set $k=2\pi/w$ and $x=G_jw/2$. The constant part of the bump contributes $2\sin x/(wG_j)$. The product of cosines contributes $(\sin x/w)[1/(k-G_j)-1/(k+G_j)]$. Their sum is
\begin{equation}
B_j=\frac{2\sin x}{w}\left[\frac1{G_j}+\frac{G_j}{k^2-G_j^2}\right]
=\frac{\sin x}{x}\,\frac1{1-(G_j/k)^2},
\end{equation}
with the limit $1/2$ at $G_j=k$. A sharp drop has $B_j=1$. For $L=80$ and $w=4$ bohr, the magnitude at $j=70$ is reduced to $0.008$ of the sharp value.

Physically, the smooth drop is a dipole layer of finite thickness. Since $\phi_{\rm dip}''=-4\pi m\delta_w'$, its source is $m\delta_w'$, whose dipole is $-m$. The cell as a whole then has no dipole, and the vacuum field vanishes.

The same smooth $s$ must enter both the dipole and the potential. If the dipole uses another function $\tilde s$, the potential responds to density through the kernel $s(z)\tilde s(z')$. A second derivative of an energy must be symmetric in $z$ and $z'$, which this kernel is not in general. The potential then belongs to no energy functional.

\section{Where to cut, and from where to measure}

Move the cut while holding the density fixed. Since $\partial s/\partial z_c=-s'=-1+L\delta_w$,
\begin{equation}
\frac{dm}{dz_c}=-\int\rho\,dz+L\int\delta_w\rho\,dz
=L\int\delta_w(z-z_c)\rho(z)\,dz .
\label{cut}
\end{equation}
The first integral is zero by neutrality. In a vacuum without ionic charge, $\rho=-n$, so the sensitivity is smallest where the bump-averaged electron density is smallest. The factor $L$ means that a longer cell magnifies a given density at the cut.

In a thick vacuum the computed density becomes so small that its lowest point may be decided by rounding. I therefore treat densities below $10^{-6}$ of the maximum as equal, or use a margin of 0.1\% above the minimum if that is higher. The cut goes to the middle of the longest interval that qualifies.

The cut also fixes the coordinate window: ions and electrons must both be folded into $(z_c-L,z_c)$. Using one periodic function $s$ for both does this automatically. Suppose instead that raw coordinates in $[0,L)$ are used while part of the slab wraps around the boundary. The wrapped part is then placed too far to the right by $L$:
\begin{equation}
m_{\rm raw}=m+LQ_{\rm wrapped},
\end{equation}
where $Q_{\rm wrapped}$ is its net charge per area. If only the ions are left unfolded, their wrapped charge enters without the electrons that partly cancel it.

\section{A slab with numbers}

The model has $L=80$ bohr and its centre at $z=3$ bohr, so it straddles the cell boundary. Let $u$ be the distance from the centre and define
\begin{equation}
b(u)=\tfrac12\left[{\rm erf}\frac{u+5}{\sqrt2}-{\rm erf}\frac{u-5}{\sqrt2}\right].
\end{equation}
The positive background is proportional to $b$ and carries $0.040\,e/{\rm bohr}^2$. A Gaussian sheet of standard deviation 1 bohr at $u=7$ bohr adds $0.003\,e/{\rm bohr}^2$. A short-range potential $v_{\rm loc}=-0.3\,b$ Ha binds the electrons. The level of theory is Hartree, without exchange or correlation.

Electrons move freely parallel to the slab. Two spins give a density of states $1/\pi$ per area for each subband $\varepsilon_i$, so at temperature $T$ (in energy units)
\begin{equation}
N_i=\int_{\varepsilon_i}^{\infty}\frac{d\varepsilon/\pi}{1+e^{(\varepsilon-\mu)/T}}
=\frac T\pi\ln\left[1+e^{(\mu-\varepsilon_i)/T}\right].
\end{equation}
I take $T=0.001$ Ha. The wave functions are expanded in plane waves equivalent to a grid of spacing 0.5 bohr, and Newton iteration finds the self-consistent potential.

The placement rule gives $z_c=46$ bohr, and the dipole is $m=0.006695\,e/$bohr. Hence
\begin{equation}
4\pi m=4\pi(0.006695)=0.0841\ {\rm Ha}/e,
\end{equation}
so an electron's vacuum level is 0.0841 Ha (2.29 eV) higher on the left. The work functions are 0.1176 Ha on the left and 0.0334 Ha on the right, with the same difference. The added energy is $2\pi m^2/L=3.52\times10^{-6}$ Ha/bohr$^2$. Solving again with $L=60$ bohr, with the cut moved by 3 bohr, or with $w=8$ bohr leaves the quoted dipole unchanged.

With the cut in the vacuum, $|dm/dz_c|$ is below $10^{-12}\,e/{\rm bohr}^2$. With the step centred 8 bohr from the slab centre and the density frozen, it is $0.043\,e/{\rm bohr}^2$: a shift of 1 bohr would change $m$ by several times the correct dipole. Raw coordinates give $m_{\rm raw}=0.135\,e/$bohr, about twenty times the correct dipole. Leaving only the ions unfolded produces an error of $L$ times the wrapped ionic charge, $80(0.00803)=0.64\,e/$bohr. Because the boundary then cuts through charge, a plain grid sum converges only linearly in the spacing; at 0.5 bohr it gives $0.565\,e/$bohr.

The uncorrected result can be understood with a uniform field. Let the electron potential energy contain $-Fs$, so that positive $F$ pushes electrons to the right. The charge energy is $Fm$. The free energy $A$ is stationary in the density, which leaves its explicit dependence on $F$:
\begin{equation}
\frac{dA}{dF}=m .
\end{equation}
For weak fields write $m(F)=m_0-\alpha F$. Omitting the correction is equivalent to keeping it and choosing $F=-4\pi m_{\rm unc}/L$, because the two sawtooth terms then cancel. Therefore
\begin{equation}
m_{\rm unc}=m_0+\frac{4\pi\alpha}{L}m_{\rm unc},\qquad
m_{\rm unc}=\frac{m_0}{1-4\pi\alpha/L}.
\end{equation}
Central differences at $F=\pm10^{-4}$ Ha/bohr give $\alpha=0.8305$ bohr. Then $4\pi\alpha/L=0.1305$ and $m_{\rm unc}=0.006695/0.8695=0.00770\,e/$bohr. The direct uncorrected calculation gives $0.00769\,e/$bohr. The error falls only as $1/L$, while the tails that limit the corrected result fall exponentially.

\section{How electrons reach the step}

In the converged slab without an applied field, the corrected vacuum is flat. A positive $F$ tilts it downward to the right until the step rises as a wall. Tilt and wall form a triangular well.

For a hard wall, let $x$ be the distance from it. The equation $-\psi''/2+Fx\psi=E\psi$ has the length scale $(2F)^{-1/3}$, and its lowest level is $E=a_1F(2F)^{-1/3}=a_1(F^2/2)^{1/3}$, where $a_1$ is the magnitude of the first zero of the Airy function. Let $W$ be the work function on this side and $\ell$ the vacuum length. If the tilt is not yet screened by leaked charge, the level reaches the chemical potential when
\begin{equation}
F\ell=W+a_1\left(\frac{F^2}{2}\right)^{1/3}.
\label{onset}
\end{equation}
Taking the surface 1 bohr outside the background edge gives $\ell=46-2-9=35$ bohr, where the 2 is $w/2$. With $W=0.0334$ Ha, the solution is $F\approx0.0017$ Ha/bohr, or 0.09 V/\AA. This work function, 0.91 eV, belongs to the Hartree model and is far below the 4--5 eV of common metals; for $W=4.5$ eV and the same $\ell$ the equation gives an onset about four times higher. This is an estimate: the real wall is soft, the surface position is approximate, and $T$ is finite. At 0.6 of this field, the charge farther than 16 bohr from the slab centre is $7\times10^{-7}$ electrons/bohr$^2$; at 1.4 of it, $8\times10^{-5}$. A subband exactly at $\mu$ would hold $(T/\pi)\ln2=2.2\times10^{-4}$, so the self-consistent level is then still above $\mu$: the first leaked charge already reduces the tilt. Equation (\ref{onset}) marks where leakage sets in, not where the self-consistent level crosses $\mu$.

A faulty dipole can create the same tilt without an applied field. If the potential uses $m+\Delta m$, the excess acts as $F=4\pi\Delta m/L$. At the density of the correct solution, the raw-coordinate error $\Delta m=0.128\,e/$bohr gives $0.020$ Ha/bohr, more than ten times the estimated onset. This is the tilt at frozen density; $\Delta m=LQ_{\rm wrapped}$ changes as the density responds.

Once charge $q$ per area has leaked, it repels further electrons and changes the vacuum slope from $-F$ to $-F+4\pi q$. Leakage therefore tends towards $q=F/4\pi$ as the vacuum grows. For $F=0.015$ Ha/bohr that value is $1.19\times10^{-3}$, and the calculation gives $q=1.12\times10^{-3}$ electrons/bohr$^2$. The wall of the cell holds this charge; it is no property of an isolated slab.

\section{Why the iteration becomes unstable}

Write the output potential as
\begin{equation}
v_{\rm out}=v_{\rm loc}+K(n[v]-n_{\rm ion})-Fs,\qquad
K=K_{\rm per}+\frac{4\pi}{L}ss^{\rm T}.
\end{equation}
Here $K_{\rm per}$ multiplies each nonzero Fourier component by $4\pi/G^2$, and products imply integration over $z$. Both parts of $K$ are non-negative.

Let $\chi_0=\delta n/\delta v$ at fixed electron number. The free energy of independent electrons is the minimum, over their states, of expressions linear in $v$. Such a minimum is concave. Its first derivative is $n$ and its second is $\chi_0$, so $\chi_0$ is non-positive.

Linear mixing replaces $v$ by $v+\beta(v_{\rm out}-v)$. A small error $\eta$ becomes
\begin{equation}
\eta_{\rm new}=[1-\beta(1-K\chi_0)]\eta .
\end{equation}
The nonzero eigenvalues of $-K\chi_0$ equal those of the symmetric non-negative matrix $K^{1/2}(-\chi_0)K^{1/2}$. Call them $\lambda$. Each error component is multiplied by $1-\beta(1+\lambda)$, and stability requires
\begin{equation}
0<\beta<\frac{2}{1+\lambda_{\max}} .
\label{beta}
\end{equation}
Beyond the limit the factor is below $-1$: the error changes sign and grows. This is overshoot under a restoring force. Only laterally uniform errors are counted here; in a cell of large area, laterally varying modes can set a tighter limit.

The Hartree functional itself is not unstable. Its independent-electron part is a Legendre transform and hence convex in $n$, and the Hartree part is convex because $K\ge0$. There is no competing local minimum. Exchange and correlation can add a negative kernel, and this argument then no longer suffices.

Leakage raises $\lambda_{\max}$ because a small potential change moves charge over a long distance. Let $D_i=\partial N_i/\partial\mu$, with sums $D_w$ for subbands in the well and $D_s$ for those in the slab. Let $\eta_w$ and $\eta_s$ be the $D_i$-weighted mean potential changes in the two groups. Then
\begin{equation}
\delta N_w=D_w(\delta\mu-\eta_w),\qquad
\delta N_s=D_s(\delta\mu-\eta_s).
\end{equation}
Setting their sum to zero fixes $\delta\mu=(D_w\eta_w+D_s\eta_s)/(D_w+D_s)$, so
\begin{equation}
\delta N_w=-D_{\rm eff}(\eta_w-\eta_s),\qquad
D_{\rm eff}=\frac{D_wD_s}{D_w+D_s}.
\end{equation}
Let $\Delta$ be the normalized well density minus the normalized slab density, each weighted by $D_i$. The transfer creates a potential difference $\delta N_w\,\Delta^{\rm T}K\Delta$ between the groups. Its ratio to the original difference is $-D_{\rm eff}\Delta^{\rm T}K\Delta$. The other responses, within groups and by mixing of subbands, add non-negative parts to $-\chi_0$. Hence
\begin{equation}
\lambda_{\max}\ge D_{\rm eff}\,\Delta^{\rm T}K\Delta\approx4\pi d\,D_{\rm eff}.
\end{equation}
The last form treats the two charges as thin sheets a distance $d$ apart, with potential difference $4\pi d$ per unit charge. In this estimate the dipole term supplies $(4\pi/L)d^2$, a fraction $d/L$ of the total.

At $F=0.015$ Ha/bohr, a subband is assigned to the well if more than half its density lies beyond 16 bohr from the slab centre. This gives $D_w=0.309$ and $D_s=0.637$ in Ha$^{-1}$bohr$^{-2}$, hence $D_{\rm eff}=0.208$. With $d=\int s\Delta\,dz=35.5$ bohr,
\begin{equation}
4\pi dD_{\rm eff}=4\pi(35.5)(0.208)\approx93 .
\end{equation}
This thin-sheet value is an estimate, not the bound. Let $Q(z)=-\int^z\Delta\,dz'$, which lies between 0 and 1 when the slab is to the left of the well. Neglecting overlap with the step, integration by parts gives $d=\int Q\,dz$ and $\Delta^{\rm T}K\Delta=4\pi\int Q^2dz\le4\pi d$. With the actual spread densities the bound is 82.9. Diagonalizing $K\chi_0$ gives $\lambda_{\max}=83.8$, so slab--well transfer accounts for nearly all of it. With $K_{\rm per}$ alone, at the same density, the value is 41.8: here the dipole term doubles an already large response.

The bound slab at $F=0$ has $\lambda_{\max}=8.07$. Equation (\ref{beta}) gives
\begin{equation}
\beta_{\rm bound}<\frac2{9.07}=0.22,\qquad
\beta_{\rm leaked}<\frac2{84.8}=0.0236 .
\end{equation}
Take $\beta=0.072$, between these limits, and start each case from its solution plus an error of $0.001\,s$ Ha, with $s$ in bohr. After 300 steps the largest residual $|v_{\rm out}-v|$ is below $10^{-11}$ Ha for the bound slab. For the leaked one it stays above $0.1$ Ha throughout the last 20 steps.

\section{The procedure}

\begin{enumerate}
\item Find the middle of the lowest-density vacuum interval, using the ionic density for a first guess. Fix $z_c$ and build the smooth $s$.
\item At each iteration compute $m=\int s(n_{\rm ion}-n)\,dz$. A point ion $Z$ in a cell of area $S$ contributes $Zs(z_I)/S$.
\item Add $-(4\pi m/L)s$ to the electron potential energy and $2\pi m^2/L$ per area to the energy. An ion outside the step feels the extra force $-4\pi mZ/L$.
\item After convergence, place the cut again from the electron density of the bound slab. If it moves, repeat the calculation.
\item Monitor the density at the step and evaluate equation (\ref{cut}). If electrons have collected there, look for a folding error, then compare the field with equation (\ref{onset}).
\end{enumerate}

The cut should not chase the density minimum after a leak. In the example the placement rule, applied to the leaked density, puts the cut 13.5 bohr beyond the present step, in the direction of the tilt. Moving the cut there lengthens the well's vacuum, and the leaked charge rises from $1.12\times10^{-3}$ to $1.16\times10^{-3}$ electrons/bohr$^2$. The rise is small because the charge is already near $F/4\pi$.

Reducing $\beta$ can make the iteration converge, but it converges to the leaked state. To recover a bound slab, reduce the field, or shorten the downhill vacuum if enough empty space remains for the step. In a strong field it may not remain: a vacuum short enough to prevent leakage can bring the step into the surface density. The field must then be reduced. The example at $F=0.015$ Ha/bohr (0.77 V/\AA) is such a case: with the cut at 15, 18, 21 or 25 bohr, $|dm/dz_c|$ is at least $2\times10^{-4}\,e/{\rm bohr}^2$ and the dipole changes with the cut.
